# Ripple Decay by Evaporation, Bulk Diffusion and Surface Diffusion

## 1. A ripple in its own vapour

Take a crystal whose surface energy $\gamma$ is the same for every orientation. Its surface carries a shallow ripple

$$h(x,t)=a(t)\cos kx,\qquad k=2\pi/\Lambda,\qquad ak\ll1 ,$$

with the solid below $z=h$. The crystal sits in vapour at the pressure $p_0$ that is in equilibrium with a flat surface. Atoms can leave for the vapour and return, but cannot move otherwise.

**Why a crest is unstable.** Per unit width, the surface energy is

$$F=\gamma\int\sqrt{1+h'^2}\,dx\simeq\gamma\int\left(1+\tfrac12h'^2\right)dx .$$

Raise the surface by $\delta h(x)$. Integration by parts, with periodic ends, gives

$$\delta F=\gamma\int h'\,\delta h'\,dx=-\gamma\int h''\,\delta h\,dx .$$

With atomic volume $\Omega$, the number of atoms added is $\int\delta h\,dx/\Omega$. The energy per added atom is therefore

$$\mu=-\Omega\gamma h''=\Omega\gamma k^2h .$$

This is the chemical potential relative to a flat surface. It is positive on crests and negative in troughs.

**The exchange with vapour.** For vapour of density $n_0=p_0/k_BT$ and atomic mass $m$, the Maxwell distribution gives the arrival flux

$$J_0=n_0\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}dv
=n_0\sqrt{\frac{k_BT}{2\pi m}}=\frac{p_0}{\sqrt{2\pi mk_BT}} .$$

Assume that every arriving atom sticks. A flat surface then also emits $J_0$. A surface with excess $\mu$ would be in equilibrium with vapour at pressure $p_0e^{\mu/k_BT}$, so it emits $J_0e^{\mu/k_BT}$. The net loss, for $|\mu|\ll k_BT$, is

$$J_0\left(e^{\mu/k_BT}-1\right)\simeq J_0\mu/k_BT .$$

Each lost atom removes a volume $\Omega$:

$$\frac{\partial h}{\partial t}=-\frac{\Omega J_0\mu}{k_BT}
=-\frac{J_0\Omega^2\gamma}{k_BT}\,k^2h .$$

The ripple decays exponentially at a rate proportional to $k^2$. Both powers of $k$ come from curvature, because the exchange itself is local.

## 2. Surface energy that depends on orientation

Let $\gamma$ depend on the surface angle $\theta=\arctan h'$, smoothly near the mean orientation $\theta=0$. Write $p=h'$. To second order in $p$,

$$\gamma(\theta)\sqrt{1+p^2}\simeq\left(\gamma+\gamma'p+\tfrac12\gamma''p^2\right)\left(1+\tfrac12p^2\right)
\simeq\gamma+\gamma'p+\tfrac12(\gamma+\gamma'')p^2 ,$$

with the coefficients taken at $\theta=0$. The linear term integrates to zero over a period. The stiffness $\Gamma=\gamma+\gamma''$ thus replaces $\gamma$ in the variation above:

$$\mu=\Omega\Gamma k^2h,\qquad \frac{\mu}{k_BT}=\ell k^2h,\qquad \ell=\frac{\Omega\Gamma}{k_BT} .$$

The capillary length $\ell$ will appear in all three laws. The evaporation-condensation result becomes

$$r_{\rm ev}=Ak^2,\qquad A=\Omega J_0\ell=\frac{J_0\Omega^2\Gamma}{k_BT},$$

where a rate $r$ is defined by $da/dt=-ra$.

A facet at the mean orientation means a cusp in $\gamma(\theta)$. Then $\gamma''$ does not exist there, and this derivation of exponential decay fails. If $\Gamma<0$, the flat surface is unstable and the ripple grows. We take $\Gamma>0$, no facet, and a solid free of applied or misfit stress.

## 3. Surface diffusion: the fourth power

Now let atoms move along the surface and nowhere else. Let $\nu$ be the number of surface sites per area and $D_s$ the mass-transfer diffusivity, defined so that $D_s\nu$ equals the diffusivity of the mobile atoms times their density. The mobility of a mobile atom is its own diffusivity divided by $k_BT$, and the force on it is $-\partial\mu/\partial x$ at small slope. Density times mobility is then $D_s\nu/k_BT$, so the flux, in atoms per unit width and time, is

$$j=-\frac{D_s\nu}{k_BT}\frac{\partial\mu}{\partial x} .$$

A strip of width $dx$ gains $j(x)-j(x+dx)$ atoms per unit time, each of volume $\Omega$. Hence

$$\frac{\partial h}{\partial t}=-\Omega\frac{\partial j}{\partial x}
=\frac{\Omega D_s\nu}{k_BT}\frac{\partial^2\mu}{\partial x^2} .$$

For a cosine, $\partial^2\mu/\partial x^2=-k^2\mu=-\Omega\Gamma k^4h$, so

$$r_{\rm s}=Bk^4,\qquad B=D_s\nu\Omega\ell=\frac{D_s\nu\Omega^2\Gamma}{k_BT}.$$

Curvature gives $k^2$. The gradient that drives the flux and the divergence that deposits the atoms give one more $k$ each. The law assumes that mobile atoms exchange with the surface fast enough to keep local equilibrium.

## 4. Bulk diffusion: the third power

Let matter move through the solid by vacancies, with vacancy diffusivity $D_v$ and equilibrium site fraction $X_0$ under a flat surface. To make a vacancy, an interior atom is moved to the surface. This costs an extra $\mu$ where the surface is curved, so just below the surface

$$c=X_0e^{-\mu/k_BT}\simeq X_0\left(1-\ell k^2a\cos kx\right) .$$

Vacancies are scarce below crests and plentiful below troughs. They flow towards crests, and atoms flow the other way.

If the ripple changes slowly and no vacancies are created or destroyed inside the solid, for example at dislocations, then $\nabla^2c=0$. Writing $c-X_0=f(z)\cos kx$ gives $f''=k^2f$. The solution that vanishes deep in the solid, $z\to-\infty$, is $e^{kz}$:

$$c-X_0=-X_0\ell k^2a\,e^{kz}\cos kx .$$

The upward vacancy flux is $-(D_v/\Omega)\,\partial c/\partial z$. Each vacancy that reaches the surface lowers the solid by the volume $\Omega$, so

$$\frac{\partial h}{\partial t}=-\Omega\left(-\frac{D_v}{\Omega}\frac{\partial c}{\partial z}\right)_{z=0}
=D_v\left.\frac{\partial c}{\partial z}\right|_{0}=-D_vX_0\ell k^3h .$$

With $D=D_vX_0$, which leaves out the correlation factor of tracer diffusion,

$$r_{\rm b}=Ck^3,\qquad C=D\ell=\frac{D\Omega\Gamma}{k_BT}.$$

The third power of $k$ arises because the diffusion field reaches a depth of about $1/k$, which sets its gradient.

**A layer of finite depth.** If no vacancies cross a base at $z=-H$, the profile is $\cosh k(z+H)/\cosh kH$. Its slope at $z=0$ is $k\tanh kH$ instead of $k$, so

$$r_{\rm b}=Ck^3\tanh kH .$$

For $kH\gg1$ this is the $k^3$ law. For $kH\ll1$ it becomes $CHk^4$, since the atoms must then travel sideways through a thin layer. This also requires $a\ll H$, so that the layer's depth is nearly uniform. A measured fourth power therefore does not by itself prove surface diffusion.

**When the slow-change step is valid.** Keep the time dependence for a deep solid and try a vacancy field proportional to $e^{qz-rt}\cos kx$. The diffusion equation gives $-r=D_v(q^2-k^2)$, so $q=\sqrt{k^2-r/D_v}$. The surface condition gives $r=D_vX_0\ell k^2q$. With $s=r/D_vk^2$ and $\varepsilon=X_0\ell k$,

$$s=\varepsilon\sqrt{1-s}\quad\Rightarrow\quad s^2+\varepsilon^2s-\varepsilon^2=0
\quad\Rightarrow\quad s=\tfrac12\left(-\varepsilon^2+\varepsilon\sqrt{\varepsilon^2+4}\right).$$

For small $\varepsilon$, $s\simeq\varepsilon-\varepsilon^2/2$. The $k^3$ law is $s=\varepsilon$, so its relative error is about $\varepsilon/2$. For a deliberately large $\varepsilon=0.2$, the formula gives 0.181, and a numerical calculation of the slowest decay mode agrees to that accuracy.

## 5. Vapour that must diffuse through a gas

The third power also appears when the diffusing medium is a gas above the crystal. Let the vapour have diffusivity $D_g$ in that gas and mean density $n_0$. Its excess density is $n_s e^{-kz}\cos kx$, which carries a flux of amplitude $D_gkn_s$ away from the surface.

The surface would be in equilibrium with an excess of amplitude $n_e=n_0\ell k^2a$. It therefore emits a net flux of amplitude $\beta(n_e-n_s)$, where $\beta=\sqrt{k_BT/2\pi m}$. Equating the two fluxes gives

$$n_s=\frac{\beta n_e}{\beta+D_gk},\qquad
D_gkn_s=Kn_e,\qquad \frac1K=\frac1\beta+\frac1{D_gk} .$$

The exchange law $\beta(n_e-n_s)$ treats the vapour at the surface as Maxwellian, which a net flux slightly disturbs. The formula for $K$ is therefore approximate between its two limits. The decay rate is $r=\Omega Kn_0\ell k^2$, and the limits are:

- If $D_gk\gg\beta$, then $K\simeq\beta$. Since $\beta n_0=J_0$, the rate is $Ak^2$.
- If $D_gk\ll\beta$, then $K\simeq D_gk$ and the rate is $\Omega D_gn_0\ell k^3$.

In the first limit the wavelength can be shorter than the vapour's free path. The diffusion equation is then not valid, but the collision-free argument of Section 1 gives the same $k^2$ law.

## 6. All paths together

Take a deep solid and collision-free vapour. At linear order, the same surface potential $\mu$ drives every path, and the fluxes add:

$$r=Ak^2+Ck^3+Bk^4 .$$

Evaporation leads at long wavelengths and surface diffusion at short ones. Bulk diffusion exceeds evaporation for $k>A/C$ and exceeds surface diffusion for $k<C/B$. Both can hold only if

$$C^2>AB .$$

The share of bulk diffusion in the total is $C/(C+A/k+Bk)$. Since

$$\frac Ak+Bk=\left(\sqrt{A/k}-\sqrt{Bk}\right)^2+2\sqrt{AB},$$

the share is greatest at $k=\sqrt{A/B}$, where it equals $C/(C+2\sqrt{AB})$.

The three powers were tested by evolving ripples of wavelength 500, 1000 and 2000 nm, one path at a time. The initial maximum slope was 0.01, and the full curvature and Boltzmann factors were kept. The fitted powers were 2.000, 3.000 and 4.000.

## 7. First correction for finite slope

Take surface diffusion with isotropic $\gamma$. On a tilted surface the gradient runs along the arc, so $\partial/\partial x$ in the flux becomes $(1+p^2)^{-1/2}\partial/\partial x$. The curvature is $-h''(1+p^2)^{-3/2}$. Expanding both factors gives

$$\frac{\partial h}{\partial t}\simeq-B\,\partial_x\left[\left(1-\tfrac12p^2\right)\partial_x\left(h''-\tfrac32p^2h''\right)\right]$$

$$\simeq-Bh''''+\tfrac12B\,\partial_x(p^2h''')+\tfrac32B\,\partial_x^2(p^2h'') .$$

For the cosine, $p=-ak\sin kx$, $h''=-ak^2\cos kx$ and $h'''=ak^3\sin kx$. The cubic products are

$$p^2h'''=a^3k^5\sin^3kx=\tfrac14a^3k^5(3\sin kx-\sin3kx),$$

$$p^2h''=-a^3k^4\sin^2kx\cos kx=-\tfrac14a^3k^4(\cos kx-\cos3kx).$$

After differentiation, each correction term contributes $+\tfrac38Ba^3k^6\cos kx$. Therefore

$$\frac{da}{dt}=-Bk^4a\left[1-\tfrac34(ak)^2\right].$$

The third harmonic created here is of order $a^3$ and acts back on $a$ only at higher order. For isotropic $\gamma$, a steeper ripple decays slightly more slowly. The sign is not general. For $\gamma=\gamma_0(1+0.02\cos4\theta)$ the stiffness is $\gamma_0(1-0.30\cos4\theta)\simeq\gamma_0(0.70+2.4p^2)$. The extra term $-B(2.4/0.70)\,\partial_x^2(p^2h'')$, with $B$ built on the stiffness at $\theta=0$, adds $+0.86(ak)^2$ to the bracket. The bracket becomes about $1+0.11(ak)^2$, and a steeper ripple then decays slightly faster.

## 8. Worked example: germanium at 1100 K

Consider a ripple with $\Lambda=1000$ nm and $a=20$ nm on unstressed germanium. The material inputs are rough: surface energy 1 J/m² (6.24 eV/nm²), vapour pressure $10^{-8}$ Torr, $D=10^{-13}$ cm²/s $=10$ nm²/s and $D_s=10^{-6}$ cm²/s $=10^8$ nm²/s. The surface is first taken as isotropic, so $\Gamma=\gamma$.

The site density is estimated as $\nu=\Omega^{-2/3}$. One atomic plane of a germanium (001) surface holds only about half as many atoms, so this choice adds an uncertainty of about a factor of two to that of $D_s$. With $\Omega=0.02267$ nm³, $k_BT=0.0948$ eV, $\nu=12.49$ nm⁻² and $J_0=0.01243$ nm⁻² s⁻¹,

$$\ell=\frac{0.02267\times6.242}{0.0948}\simeq1.49\ \text{nm},$$

$$A=0.02267\times0.01243\times1.49\simeq4.2\times10^{-4}\ \text{nm}^2/\text{s},$$

$$C=10\times1.49\simeq15\ \text{nm}^3/\text{s},$$

$$B=10^8\times12.49\times0.02267\times1.49\simeq4.2\times10^7\ \text{nm}^4/\text{s}.$$

At $k=0.00628$ nm⁻¹ the rates are

- evaporation-condensation: $1.7\times10^{-8}$ s⁻¹;
- bulk diffusion: $3.7\times10^{-6}$ s⁻¹;
- surface diffusion: $0.066$ s⁻¹.

Surface diffusion controls the decay. The decay time is 15 s, and the amplitude falls from 20 to 2 nm in $\ln10/0.066\simeq35$ s. With all else fixed, halving the wavelength would make this about 16 times faster.

Surface diffusion and evaporation are equal at $\Lambda=2\pi\sqrt{B/A}\simeq2$ mm. The decay time there is over three million years, so this crossover has no practical meaning for annealing. Here $C^2/AB=0.013$, so for a deep solid and collision-free vapour, bulk diffusion leads at no wavelength. Its share never exceeds about 5%; doubling the rough value of $D$ would raise this limit to about 10%. For these inputs and collision-free vapour, the $k^3$ law describes one contribution and never the leading one. In the gas considered below, the vapour path at long wavelength falls to $\Omega D_gn_0\ell k^3$ with $\Omega D_gn_0\ell\simeq1.5$ nm³/s, which is below $C$. Bulk diffusion in a deep solid would then lead beyond $\Lambda=2\pi B/C\simeq18$ mm, where the decay is far too slow to matter. Where the $k^2$ and $k^4$ rates are equal, their sum has a local power of 3 even without bulk diffusion, so a third power measured over a narrow range does not prove bulk diffusion.

**Size of the corrections.** The maximum slope is $ak=0.126$. Averaged over one decay time, Section 7 predicts a rate reduction, relative to $Bk^4$, of $\tfrac34(0.126)^2(1-e^{-2})/2\simeq0.51\%$. The full-curvature calculation also gives 0.51%. For bulk diffusion, $\varepsilon$ is below $\ell k=0.0094$ because $X_0<1$, so the slow-change error is below about 0.5%.

Thermal motion gives the ripple mode an energy $k_BT/2$. On an area $S$ the mode's energy is $S\Gamma k^2a^2/4$, the average of $\tfrac12\Gamma h'^2$ times $S$. The thermal amplitude is thus $\sqrt{2k_BT/(S\Gamma k^2)}$, or 0.028 nm for $S=1$ µm², far below 2 nm.

**Annealing in vacuum.** Without incoming vapour, the surface also recedes at about $\Omega J_0$. Some emitted atoms strike the ripple again. They must leave within an angle of order $ak$ of the surface, and cosine emission puts a fraction of order $(ak)^2$ there. This recapture grows as $a^2$, but the linear evaporation signal $J_0\ell k^2a$ grows only as $a$. With numerical factors left out, the two meet at $a\sim\ell$. The quoted $A$ is therefore safe to use in saturated vapour, or in vacuum at amplitudes well below 1.5 nm. For the 20 nm ripple the point has no practical effect, because the whole recession in one decay time is only 0.004 nm.

**Annealing in gas.** At $p_0$ alone, the vapour's free path is about 16 km for an assumed collision area of 0.5 nm², so its transport is collision-free. In a light gas at atmospheric pressure, with a rough $D_g=5$ cm²/s and $\beta=142$ m/s, the two limits of Section 5 meet at $\Lambda=2\pi D_g/\beta\simeq22$ µm. Vapour transport follows $k^2$ well below this wavelength and $k^3$ well above it.

**Comparison with real surfaces.** Patterned germanium can be smoothed by annealing, for example in hydrogen. The chosen 1100 K is hot, roughly 100 K below melting. The estimate rests on the rough value of $D_s$, which depends on orientation and on adsorbed species; a tenfold change in it changes the decay time tenfold. If surface transport has an activation energy of 1.5 eV, an assumed value, a 10 K rise increases the surface rate by 14%. Real crystals also break the assumption of isotropy. For $\gamma=\gamma_0(1+0.02\cos4\theta)$, the stiffness at $\theta=0$ is $\gamma_0(1+0.02-16\times0.02)=0.70\gamma_0$, which lengthens the decay time from 15 to about 22 s. A true facet is a more serious departure: the exponential law then fails, and this estimate does not bound the change. The 20 nm amplitude spans about 141 atomic steps, but that number alone does not show that facets are absent.

The remaining values are in the numerical output.

## Table of computed values

```
temperature: 1100 K
thermal energy kT: 0.09479 eV
lattice constant: 0.566 nm
atomic mass: 72.63 u
atomic volume: 0.02267 nm^3
surface site density: 12.49 nm^-2
surface energy: 1 J/m^2
surface energy: 6.242 eV/nm^2
vapour pressure: 1e-08 Torr
bulk diffusivity: 1e-13 cm^2/s
surface diffusivity: 1e-06 cm^2/s
ripple wavelength: 1000 nm
ripple amplitude: 20 nm
wavevector k: 0.006283 nm^-1
maximum slope a k: 0.1257
capillary length Omega Gamma/kT: 1.492 nm
equilibrium vapour flux J0: 0.01243 nm^-2 s^-1
A: 0.0004204 nm^2/s
C: 14.92 nm^3/s
B: 4.223e+07 nm^4/s
evaporation decay rate: 1.66e-08 s^-1
bulk decay rate: 3.702e-06 s^-1
surface decay rate: 0.06582 s^-1
total decay time: 15.19 s
time for tenfold smoothing: 34.98 s
fitted power, evaporation: 2.00000
fitted power, bulk: 3.00000
fitted power, surface: 4.00000
surface-evaporation crossover: 1.992 mm
C^2/(A B): 0.01254
largest bulk share: 5.303 %
finite-slope rate loss, computed: 0.5115 %
finite-slope rate loss, formula: 0.512 %
assumed anisotropy: 0.02
stiffness / isotropic value: 0.7
assumed surface activation energy: 1.5 eV
surface rate ratio for +10 K: 1.143
thermal amplitude on 1 um^2: 0.02774 nm
atomic step height: 0.1415 nm
amplitude / step height: 141.3
terrace width at maximum slope: 1.126 nm
recession in one decay time: 0.004279 nm
assumed collision area: 0.5 nm^2
vapour mean free path: 1.611e+04 m
quasi-steady bound Omega Gamma k/kT: 0.009377
vacancy test epsilon: 0.2
vacancy mode s, computed: 0.1809
vacancy mode s, formula: 0.181
assumed gas diffusivity: 5 cm^2/s
vapour transfer speed: 141.6 m/s
gas k^2-k^3 crossover wavelength: 22.19 um
illustrative layer depth: 100 nm
bulk-rate factor tanh(k H): 0.5569
```
